\section*{Thermally averaged tunnelling to a repulsive Coulomb centre}

An electron in silicon approaches a defect that already carries one negative charge. In the model worked out below, with an unscreened Coulomb repulsion and an isotropic mass, the repulsion reduces the thermal capture coefficient to $3.77\times10^{-2}$ of its uncharged value at 300 K and to $2.24\times10^{-3}$ at 77 K. Cooling therefore costs a factor of 17. Yet the slope of the logarithm against inverse temperature at 300 K corresponds to an activation energy of 39.6 meV, and an Arrhenius law with that energy would predict a loss by a factor of about 84. The activation energy must itself fall on cooling. The reason is that the carrier need not climb a barrier of fixed height: it tunnels, and the energy at which it does so depends on temperature.

Let the carrier have charge of magnitude $e$ and isotropic mass $m$, and let the centre carry a charge $Ze$ of the same sign in a medium of static permittivity $\varepsilon$. The potential energy is
\begin{equation}
V(r)=\frac{C}{r},\qquad C=\frac{Ze^2}{4\pi\varepsilon}>0 .
\end{equation}
Capture is taken to happen on contact, in a region much smaller than the Coulomb barrier. Its rate is then proportional to the probability density $|\psi(0)|^2$ of the incident carrier at the centre. Let $s(E)$ be this density divided by that of a free carrier with the same incident flux. If the capture coefficient without repulsion, $c_0$, does not depend on the carrier's energy, then
\begin{equation}
c(T)=c_0\,\langle s\rangle ,
\end{equation}
where the brackets denote an average over a Maxwell gas. The temperature dependence of $c_0$ is a separate matter, taken up later.

The main part of $s$ follows from the barrier integral. At energy $E=mv^2/2$ the classical turning point is $r_0=C/E$, and inside it the wave decays at the rate $\kappa=\sqrt{2m(C/r-E)}/\hbar$. The density is reduced by the exponential of
\begin{equation}
2\int_0^{r_0}\kappa\,dr=\frac{2\sqrt{2mE}}{\hbar}\int_0^{r_0}\sqrt{\frac{r_0}{r}-1}\;dr .
\end{equation}
With $r=r_0\sin^2\varphi$ the root becomes $\cot\varphi$ and $dr=2r_0\sin\varphi\cos\varphi\,d\varphi$, so the last integral is $2r_0\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\pi r_0/2$. Since $\sqrt{2mE}=mv$ and $r_0=2C/(mv^2)$,
\begin{equation}
2\int_0^{r_0}\kappa\,dr=2\pi\eta,\qquad \eta=\frac{C}{\hbar v}.
\end{equation}
The factor $e^{-2\pi\eta}$ is the Gamow factor.

The prefactor requires the wave equation. At the origin only the $s$ wave is nonzero. Put $\rho=kr$ with $k=mv/\hbar$, and write the radial function as $u=\rho w$, so that $w$ is proportional to $\psi$. Then $u''=(2\eta/\rho-1)u$ becomes
\begin{equation}
\rho w''+2w'+(\rho-2\eta)w=0 .
\end{equation}
Try $w=\int_{-1}^{1}e^{i\rho p}g(p)\,dp$. The terms $\rho(w''+w)$ give $\int\rho(1-p^2)g\,e^{i\rho p}dp$. Writing $\rho e^{i\rho p}=-i\,d(e^{i\rho p})/dp$ and integrating by parts turns this into $i\int e^{i\rho p}[(1-p^2)g]'dp$; the boundary terms vanish for bounded $g$. Adding $2w'=2i\int p\,g\,e^{i\rho p}dp$ cancels the term from differentiating $1-p^2$, and what remains is
\begin{equation}
i(1-p^2)g'-2\eta g=0,\qquad g=\left(\frac{1+p}{1-p}\right)^{-i\eta}.
\end{equation}
This has $|g|=1$, as required. At the origin, the substitution $p=\tanh q$ gives
\begin{equation}
w(0)=\int_{-\infty}^{\infty}\frac{e^{-2i\eta q}}{\cosh^2q}\,dq .
\end{equation}
Shifting the contour by $i\pi$ multiplies the integral by $e^{2\pi\eta}$. Between the two lines lies a double pole at $q=i\pi/2$, where $\cosh^{-2}q\simeq-1/(q-i\pi/2)^2$, with residue $2i\eta e^{\pi\eta}$. Hence $w(0)(1-e^{2\pi\eta})=-4\pi\eta e^{\pi\eta}$, or $w(0)=2\pi\eta/\sinh\pi\eta$.

Far from the centre the two endpoints of the $p$ integral dominate. Near $p=1-q$, $g\simeq(q/2)^{i\eta}$, and the contribution is
\begin{equation}
e^{i\rho}2^{-i\eta}\int_0^\infty e^{-i\rho q}q^{i\eta}dq
=e^{i\rho}2^{-i\eta}\frac{\Gamma(1+i\eta)}{(i\rho)^{1+i\eta}},
\end{equation}
evaluated by rotating the contour to $-i\infty$. Its modulus is $e^{\pi\eta/2}|\Gamma(1+i\eta)|/\rho$, because $|i^{-i\eta}|=e^{\pi\eta/2}$. The other endpoint gives the complex conjugate, so $u$ oscillates with amplitude $A=2e^{\pi\eta/2}|\Gamma(1+i\eta)|$. The reflection formula gives $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$. A free wave $w=\sin\rho/\rho$ has unit amplitude and $w(0)=1$, so
\begin{equation}
s=\frac{w(0)^2}{A^2}=\frac{\pi\eta\,e^{-\pi\eta}}{\sinh\pi\eta}=\frac{2\pi\eta}{e^{2\pi\eta}-1}.
\end{equation}
Direct integration of the radial equation at $\eta=0.3$, 1 and 2 agrees with this to a relative error of at most $4.1\times10^{-6}$. For $2\pi\eta\gg1$ the result becomes $2\pi\eta\,e^{-2\pi\eta}$: the Gamow factor with its prefactor.

Define the effective Rydberg energy $R=mC^2/(2\hbar^2)$. Since $\eta^2=C^2m/(2\hbar^2E)=R/E$,
\begin{equation}
2\pi\eta=\sqrt{E_G/E},\qquad E_G=4\pi^2R .
\end{equation}
With $x=E/kT$ the normalized Maxwell distribution is $(2/\sqrt\pi)\sqrt x\,e^{-x}$. Let $b=\sqrt{E_G/kT}$, so that $2\pi\eta=b/\sqrt x$. In the Gamow limit the $\sqrt x$ from the density of states cancels the $1/\sqrt x$ from the prefactor of $s$:
\begin{equation}
\langle s\rangle\simeq\frac{2b}{\sqrt\pi}\,I(b),\qquad I(b)=\int_0^\infty\exp\!\left(-x-\frac{b}{\sqrt x}\right)dx .
\end{equation}
The first term in the exponent penalizes fast carriers because they are rare; the second penalizes slow ones because they tunnel badly. The sum is least where $1=b/(2x^{3/2})$, that is, at
\begin{equation}
x_0=\left(\frac b2\right)^{2/3}=\left(\frac{\pi^2R}{kT}\right)^{1/3}.
\end{equation}
Now measure energy from this scale, $x=x_0t$. Because $b=2x_0^{3/2}$, both terms acquire the same factor $x_0$:
\begin{equation}
I=x_0\int_0^\infty e^{-x_0g(t)}dt,\qquad g(t)=t+\frac{2}{\sqrt t}.
\end{equation}
The function $g$ contains no parameter. Temperature enters the exponent through $x_0$ alone, and $x_0\propto T^{-1/3}$. The cube root comes from the competition between a cost linear in energy and one that varies as $E^{-1/2}$.

For large $x_0$ the integral is dominated by the minimum at $t=1$, where $g=3$, $g''=3/2$, $g'''=-15/4$ and $g''''=105/8$. Setting $t=1+z/\sqrt{x_0}$,
\begin{equation}
x_0g=3x_0+\frac34z^2-\frac{5z^3}{8\sqrt{x_0}}+\frac{35z^4}{64x_0}+\dots
\end{equation}
The Gaussian integral is $\int e^{-3z^2/4}dz=\sqrt{4\pi/3}$. Expanding the rest, the cubic term averages to zero at first order and contributes through half its square at order $1/x_0$. With $\overline{z^2}=2/3$, one has $\overline{z^4}=3(2/3)^2=4/3$ and $\overline{z^6}=15(2/3)^3=40/9$, so the relative correction is
\begin{equation}
\frac1{x_0}\left(\frac{25}{128}\cdot\frac{40}{9}-\frac{35}{64}\cdot\frac43\right)
=\frac1{x_0}\left(\frac{125}{144}-\frac{105}{144}\right)=\frac{5}{36x_0}.
\end{equation}
Therefore $I=\sqrt{4\pi x_0/3}\;e^{-3x_0}(1+5/36x_0+\dots)$. Multiplication by $2b/\sqrt\pi=4x_0^{3/2}/\sqrt\pi$ gives
\begin{equation}
\boxed{\;\langle s\rangle=\frac{8}{\sqrt3}\,x_0^2\,e^{-3x_0}\left(1+\frac{5}{36x_0}+\dots\right),\quad
3x_0=3\left(\frac{\pi^2R}{kT}\right)^{1/3}\;}
\end{equation}
The exponent scales as $T^{-1/3}$; the prefactor adds $T^{-2/3}$. At the optimum the tunnelling exponent is $b/\sqrt{x_0}=2x_0$ and the Boltzmann exponent is $x_0$, so two thirds of the total cost is tunnelling.

The power can be extracted from the defining average without using the formula. Lower the temperature by a factor of 8 three times, starting at $x_0=10$, and calculate $-\ln\langle s\rangle$ by quadrature. A prefactor that is a power of $T$ adds equal steps to this sequence and drops out of its second differences. The ratio of successive second differences then gives the power of $1/T$ in the exponent: 0.33337. At $x_0=80$ the same quadrature gives 0.1387 for the coefficient of $1/x_0$ in the correction, against $5/36=0.1389$.

Replacing $s$ by its Gamow limit also has a calculable cost. With $y=2\pi\eta$, the full expression is $y/(e^y-1)=y\sum_{n\ge1}e^{-ny}$. The term $n=2$ has $b$ replaced by $2b$ in $I$, hence $x_0$ by $2^{2/3}x_0$. As $I\propto\sqrt{x_0}\,e^{-3x_0}$, this term relative to the first is
\begin{equation}
2^{1/3}\exp[-3x_0(2^{2/3}-1)] .
\end{equation}
It is smaller than any power of $1/x_0$ in the limit, but not negligible at moderate $x_0$. In the opposite limit, $b\ll1$, the expansion $s\simeq1-y/2$ and $\langle x^{-1/2}\rangle=2/\sqrt\pi$ give $\langle s\rangle\simeq1-b/\sqrt\pi$. Fast carriers hardly notice the centre, and no cube-root law remains.

The energies of the carriers that are captured follow from the same integral. Insert a factor $a$ before $x$ in the exponent. Rescaling $x\to x/a$ gives $\int\exp(-ax-b/\sqrt x)dx=a^{-1}I(b\sqrt a)$, which replaces $x_0$ by $x_0a^{1/3}$. Up to a constant and terms of order $1/x_0$, its logarithm is $-3x_0a^{1/3}-\frac56\ln a$. Minus the first derivative and the second derivative at $a=1$ are the mean and variance of $x$:
\begin{equation}
\bar x=x_0+\frac56,\qquad \overline{(x-\bar x)^2}=\frac23x_0+\frac56 .
\end{equation}
At $x_0=20$ these give 20.833 and 14.167; quadrature gives 20.836 and 14.170.

The mean fixes the activation energy. With $\beta=1/kT$, $\langle s\rangle$ is the ratio of $\int\sqrt E\,e^{-\beta E}s\,dE$ to $\int\sqrt E\,e^{-\beta E}dE$, and differentiating its logarithm gives
\begin{equation}
E_a\equiv-\frac{d\ln\langle s\rangle}{d\beta}=\bar E-\frac32kT\simeq E_0-\frac23kT,\qquad E_0=x_0kT .
\end{equation}
The first equality holds at any temperature; the last form is asymptotic. The activation energy is the mean energy of captured carriers less that of all carriers. Since $E_0\propto T^{2/3}$, it falls on cooling, which explains the weak freeze-out noted at the start.

For the silicon example take $Z=1$, relative permittivity 11.7, and transverse and longitudinal masses of $0.19\,m_0$ and $0.92\,m_0$, all rough values. The conductivity mass $3/(2/0.19+1/0.92)=0.258$, in units of $m_0$, serves as the isotropic mass. Then $C=0.1231$ eV nm and $R=25.7$ meV. At 300 K, $kT=25.85$ meV and
\begin{equation}
x_0=\left(\frac{9.870\times25.68}{25.85}\right)^{1/3}=2.140,\qquad
\frac{8}{\sqrt3}(2.140)^2e^{-6.420}=0.0344 .
\end{equation}
The correction $1+5/(36\times2.140)=1.065$ raises this to 0.0367. Quadrature with the full $s$ gives 0.0377. The remaining difference of 2.7\% is close to the 2.9\% estimated for the $n=2$ term. Other temperatures give:
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $x_0$ & $E_0$ (meV) & $\langle s\rangle$ & $E_a$ (meV)\\
77 & 3.37 & 22.4 & 0.00224 & 18.1\\
150 & 2.70 & 34.9 & 0.0109 & 26.7\\
300 & 2.14 & 55.3 & 0.0377 & 39.6\\
400 & 1.94 & 67.0 & 0.0570 & 46.5
\end{tabular}
\end{center}
Between 300 and 77 K the exponent $3x_0$ grows from 6.42 to 10.10, which alone would reduce capture 40 times. The growth of $x_0^2$ by a factor of 2.5 brings this down to 16, near the 17 from quadrature. A fit that keeps the cube-root exponent but drops the prefactor would thus misjudge $R$ in this range.

With a chosen $c_0=10^{-8}$ cm$^3$/s and an electron density $n=10^{16}$ cm$^{-3}$, the capture coefficient at 300 K is $3.8\times10^{-10}$ cm$^3$/s and the capture time $1/(cn)$ is 0.27 $\mu$s.

Silicon's mass is anisotropic, and the wave equation then no longer separates into radial and angular parts. A different form of the average then helps. A repulsive centre has no bound states, so $\langle s\rangle$ is the diagonal element $\langle0|e^{-\beta H}|0\rangle$ divided by its free value. Cut $e^{-\beta H}$ into many thin slices, each a free factor times $e^{-\delta\beta V}$. The free factors are Gaussians in the displacement, with variance $\hbar^2\delta\beta/m_i$ along axis $i$. Their product weights random walks that start and end at the centre, and in the limit
\begin{equation}
\langle s\rangle=\left\langle\exp\left(-\beta\int_0^1\frac{C\,d\tau}{r(\tau)}\right)\right\rangle_{\rm paths},\qquad
r_i=\hbar\sqrt{\frac{\beta}{m_i}}\,B_i(\tau),
\end{equation}
where each $B_i$ is a standard Brownian path closed at zero. Increasing any mass draws every path towards the centre and lowers the average. The anisotropic result must therefore lie between the isotropic ones for the heavy and the light mass, here 0.0029 and 0.058. Sampling paths at 300 K gives $0.0376\pm0.0001$ for the isotropic mass, in agreement with quadrature, and $0.0324\pm0.0001$ for the anisotropic one. The conductivity mass thus overestimates $\langle s\rangle$ by 16\%; an isotropic mass of about $0.28\,m_0$ would reproduce the anisotropic value at this temperature. The error grows on cooling: at 77 K the anisotropic average is about $1.8\times10^{-3}$, the overestimate is 23\%, and the cooling factor is near 18 rather than 17.

Mobile electrons screen the repulsion. For a Debye length $L$ the potential energy is $Ce^{-r/L}/r$, which is at least $C/r-C/L$. The constant shift multiplies the path average by $\exp(C/LkT)$, an upper bound on the effect within this screening model. At 300 K, $L=40.9$ nm and the bound is 1.124; sampling gives 1.120. At fixed electron density $L\propto T^{1/2}$, so the exponent grows as $T^{-3/2}$ and the bound at 77 K is about 2.4. The 77 K entry is therefore a bare-Coulomb value. Within the screened potential the enhancement at 77 K is about 2.2, which would cut the cooling factor from 17 to about 8.5. Even this is only indicative: at 77 K $C/LkT\approx0.9$ and a Debye sphere holds fewer than one electron, so linear screening is no longer justified, and shallow donors partly freeze out, so the density does not stay fixed. Since $r_0=C/E_0$ grows as $T^{-2/3}$ while $L$ shrinks, cooling at fixed density eventually invalidates the cube-root law.

A real centre with this charge state is the singly negative divacancy in n-type silicon, which can accept a second electron. Whether its capture follows the contact model is not shown here. Implantation creates such defects, but they anneal out at roughly 300~$^\circ$C and survive only if no hotter step follows. The value of $c_0$ is an assumption, so the capture time is an illustration. For a contact radius $r$ that is not zero, a power series in the equation for $w$ gives $w/w(0)=1+r/a+r^2/(3a^2)-k^2r^2/6+\dots$, where $a=\hbar^2/(mC)=2.40$ nm. At $r=0.25$ nm the linear term alone raises the density by the factor $(1+r/a)^2=1.22$, and the next energy-independent term adds less than 1\%. Both can be absorbed in $c_0$. In the $s$ wave the leading energy-dependent term lowers the density by a fraction of about $k^2r^2/3$, which is below 1\% at $E_0$. The series covers the $s$ wave only; away from the origin the $p$ wave adds $k^2r^2/3+r^2/(3a^2)$, in units of the density at the centre, so in the angle-averaged density the energy dependence cancels at this order. Degeneracy is negligible, as $n$ is $4\times10^{-4}$ of the effective density of states.

The temperature dependence of $c_0$ matters more. Suppose capture emits $p$ phonons into one weakly coupled mode. The squared matrix element is proportional to $(n_q+1)\cdots(n_q+p)$ for initial occupation $n_q$, and the binomial series gives its thermal average as $p!\,(\bar n+1)^p$, with $\bar n$ the mean occupation. For four phonons of 60 meV, a rough choice, $(\bar n+1)^4$ is 1.51 at 300 K and 1.0005 at 77 K. The total change in the bare-Coulomb capture coefficient would then be a factor of 25 instead of 17. A measured slope contains both contributions.

Electric field sets a further limit. At 1 kV/cm the potential energy changes by 0.22 meV over the turning radius $r_0=2.22$ nm, far less than $kT$. Carrier heating, estimated as $\frac23e\mu F^2\tau_e/k$ with a rough mobility $\mu=1400$ cm$^2$/Vs and energy relaxation time $\tau_e=0.3$ ps, is 3 K and raises $\langle s\rangle$ by 1.7\%. With $\mu$ and $\tau_e$ held fixed, the same estimate at 10 kV/cm exceeds 300 K, so a Maxwell gas at the lattice temperature is no longer a usable assumption. Inside a silicon nitride trap layer the situation is worse. For a relative permittivity of 7 and a mass of $0.5\,m_0$, both rough, $E_0=97$ meV and $r_0=2.1$ nm at 300 K. A field of 1 MV/cm changes the potential energy by 212 meV over that distance, more than twice $E_0$. The barrier is then no longer the isolated Coulomb barrier, and the zero-field law should not be used there. Its place is in nearly field-free regions, where screening is weak and $x_0$ is well above one. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
inputs: eps_r 11.7, m_t 0.19 m0, m_l 0.92 m0, Z 1
conductivity mass: 0.2583 m0
C = e^2/(4 pi eps): 0.1231 eV nm
effective Rydberg: 25.68 meV
Gamow energy E_G: 1.0136 eV
kT at 300 K: 25.85 meV
turning radius at E0, 300 K: 2.224 nm
barrier integral at E0: 4.2803; 2 pi eta: 4.2803
radial equation, largest relative error: 4.1e-06
power of 1/T in exponent, from quadrature: 0.33337
correction coefficient at x0=80: 0.13872; 5/36 = 0.13889
x0=20: mean x 20.8356, variance 14.1697
x0=8: part missed by Gamow form 9.443e-07, formula 9.502e-07
columns: T(K) x0 3x0 E0(meV) <s>quad <s>Laplace <s>corrected
77 3.368 10.103 22.35 2.239e-03 2.146e-03 2.234e-03
150 2.696 8.089 34.85 1.094e-02 1.030e-02 1.083e-02
300 2.140 6.420 55.33 3.767e-02 3.444e-02 3.668e-02
400 1.944 5.833 67.02 5.696e-02 5.114e-02 5.479e-02
columns: T(K), activation energy exact and E0-2kT/3 (meV)
77 18.05 17.92
150 26.66 26.24
300 39.55 38.09
400 46.45 44.04
300 K capture-weighted mean energy: 78.33 meV
300 K rms width of that energy: 39.71 meV
c0 (chosen): 1.0e-08 cm3/s; electron density 1.0e+16 cm^-3
capture coefficient at 300 K: 3.767e-10 cm3/s
capture time at 300 K: 0.265 us
path average <s>, isotropic: 0.03755 +- 0.00013
quadrature <s>, isotropic: 0.03767
path average <s>, anisotropic: 0.03239 +- 0.00013
bounds from m_l and m_t: 0.00285 and 0.05847
isotropic mass matching anisotropic <s>: 0.285 m0
Debye length: 40.9 nm
screening raises <s> by factor 1.1197
screening estimate exp(C/(L kT)): 1.1235
field 1 kV/cm: drop over r0 0.222 meV
field giving drop kT over r0: 0.116 MV/cm
inputs for heating: 1400 cm2/Vs, 0.3 ps
carrier heating: 3.25 K, <s> factor 1.0166
degeneracy n/Nc: 3.64e-04
effective Bohr radius: 2.397 nm; centre radius 0.25 nm
finite radius, energy-independent factor: 1.219
finite radius, energy-dependent part: 0.0078
phonon energy 60 meV, number emitted 4
phonon factor at 77 K: 1.0005
phonon factor at 300 K: 1.5119
nitride (rough): eps_r 7.0, mass 0.5 m0, field 1.0 MV/cm
nitride 300 K: E0 97.1 meV, r0 2.12 nm
nitride drop over r0: 211.8 meV
\end{verbatim}
